# One-loop vacuum polarization correction to the Coulomb potential in momentum space: a program that tests the result

```python
# Uehling potential. Atomic units, c = 1/alpha, rho = c r, p = k/c.
# Renormalized vacuum polarization: Pi = (alpha/3pi) P(p),
#   P(p) = 6 int_0^1 x(1-x) ln[1 + x(1-x) p^2] dx.
# Claim: the Fourier transform of -4 pi Z Pi/k^2 is dV = -(Z/r)(2 alpha/3pi) U(rho),
#   U(rho) = (1/pi) int_0^inf sin(p rho) P(p)/p dp = int_1^inf exp(-2 rho t) w(t) dt,
#   w(t) = (1 + 1/(2t^2)) sqrt(t^2-1)/t^2.
# Example: 1s level shift of hydrogen-like Rh (Z = 45, point nucleus).
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants as pc, alpha
mp.mp.dps = 30
pi = math.pi
c = 1/alpha
hartree = pc['Hartree energy in eV'][0]
bohr = pc['Bohr radius'][0]*1e10
pref = 2*alpha/(3*pi)

_cache = {}
def gl(n, a, b):
    if n not in _cache:
        _cache[n] = np.polynomial.legendre.leggauss(n)
    x, wt = _cache[n]
    return 0.5*(b-a)*x + 0.5*(a+b), 0.5*(b-a)*wt

yn, yw = gl(120, 0.0, 1.0)
xf = 0.5*yn**3
af = xf*(1-xf)
wf = 12*af*1.5*yn**2*yw
def P_real(p):                       # Feynman-parameter quadrature, real p
    return np.log1p(np.asarray(p, float)[..., None]**2*af) @ wf
def P_complex(p):                    # same definition, complex p
    p = mp.mpc(p); pts = [0, 0.5, 1]
    if abs(p.imag) > 2:
        b = mp.sqrt(1-4/p.imag**2); pts = [0, (1-b)/2, 0.5, (1+b)/2, 1]
    return complex(mp.quad(lambda x: 6*x*(1-x)*mp.log(1+x*(1-x)*p*p), pts))
def P_closed(p):
    v = np.sqrt(1+4/np.asarray(p, complex)**2)
    return 1/3 + (3-v*v)*(0.5*v*np.log((v+1)/(v-1)) - 1)
def weighted(f, tmax):               # int_1^tmax w(t) f(t) dt with t = cosh(theta)
    def g(th):
        t = math.cosh(th)
        return (1+0.5/t**2)*math.tanh(th)**2*f(t)
    return quad(g, 0, math.acosh(tmax), epsabs=0, epsrel=1e-11, limit=300)[0]
def U_scaled(rho):
    return weighted(lambda t: math.exp(-2*rho*(t-1)), 1+50/rho)
def U(rho):
    return math.exp(-2*rho)*U_scaled(rho)
def U_fourier(rho, nhalf=60, navg=30):   # real axis, half periods, repeated averaging
    terms = []
    for n in range(nhalf):
        p, wt = gl(96, n*pi/rho, (n+1)*pi/rho)
        terms.append(np.sum(wt*np.sin(p*rho)*P_real(p)/p))
    s = np.cumsum(terms)[-(navg+1):]
    for _ in range(navg):
        s = 0.5*(s[1:]+s[:-1])
    return s[0]/pi

print(f"alpha = {alpha:.10e}, c = {c:.6f} a.u.")
print(f"hartree = {hartree:.6f} eV, bohr = {bohr:.8f} angstrom")
lam = alpha*bohr
print(f"reduced Compton length = {lam:.6e} angstrom")
print(f"prefactor 2 alpha/(3 pi) = {pref:.6e}")

# Dirac matrices; Euclidean trace of the loop, 44 minus 11 component
sig = [np.array(m, complex) for m in ([[0,1],[1,0]], [[0,-1j],[1j,0]], [[1,0],[0,-1]])]
O2, I4 = np.zeros((2, 2)), np.eye(4)
gM = [np.diag([1, 1, -1, -1]).astype(complex)] + [np.block([[O2, s], [-s, O2]]) for s in sig]
gE = [-1j*gM[1], -1j*gM[2], -1j*gM[3], gM[0]]
rng = np.random.default_rng(1)
a, b = rng.normal(size=4), rng.normal(size=4)
num = lambda v: -1j*sum(v[i]*gE[i] for i in range(4)) + I4
tr = lambda i: np.trace(gE[i] @ num(a) @ gE[i] @ num(b))
assert abs(-(tr(3)-tr(0)) - 8*(a[3]*b[3]-a[0]*b[0])) < 1e-12

# Direct 4D loop (K44-K11)/(e^2 q^2), subtracted at q = 0, no Feynman parameter
un, uw = gl(300, 0.0, 1.0)
kk = (un/(1-un))[:, None]; kw = uw/(1-un)**2
chi = (np.arange(200)+0.5)*pi/200
co2, si2 = np.cos(chi)**2, np.sin(chi)**2
def loop_radial(q):
    D0 = (kk**2+q*q/4+1)**2; D = D0 - kk**2*q*q*co2
    f = 8*(kk**4*(co2-si2/3)*co2/(D*D0) - 0.25/D)   # isotropic 1/D0 part averages to zero
    return 4*pi*kk[:, 0]**3*(f @ si2)*(pi/200)/(2*pi)**4
for q in (1.0, 5.0):
    P_loop = 12*pi**2*np.sum(kw*(loop_radial(q)-loop_radial(0.0)))
    assert abs(P_loop/P_real(q) - 1) < 1e-7
    print(f"P({q:.0f}): 4D loop {P_loop:.8f}, Feynman integral {float(P_real(q)):.8f}")
print(f"Pi at k = c: {alpha/(3*pi)*float(P_real(1.0)):.5e}")

# Analytic structure
for p in (3+4j, 0.5+6j, -2+5j, 7+0.1j):
    assert abs(P_closed(p) - P_complex(p)) < 1e-9
small = float(P_real(1e-3))/1e-6
assert abs(small - 0.2) < 1e-6
assert abs(float(P_real(1e4)) - (math.log(1e8)-5/3)) < 1e-6
eps = 1e-12
thr = P_complex(eps+2j)
assert abs(thr + 8/3) < 1e-4          # square-root approach, error ~ sqrt(eps)
assert abs(P_complex(eps+1.8j).imag) < 1e-9
print(f"P/p^2 at p = 0.001: {small:.7f};  P at p = 2i: {thr.real:.5f}")
metric = [1, -1, -1, -1]
slash = lambda v: sum(metric[i]*v[i]*gM[i] for i in range(4))
for t in (1.1, 1.5, 4.0):
    right, left = P_complex(eps+2j*t), P_complex(-eps+2j*t)
    formula = pi*math.sqrt(1-1/t**2)*(1+0.5/t**2)
    assert abs(right.imag-formula) < 1e-7 and abs(left.imag+formula) < 1e-7
    assert abs(right.real-left.real) < 1e-7
    pm = math.sqrt(t*t-1); n = np.array([0.36, 0.48, 0.8]); h = 1e-5
    p1, p2 = np.r_[t, pm*n], np.r_[t, -pm*n]
    T = -sum(metric[m]*np.trace((slash(p1)+I4) @ gM[m] @ (slash(p2)-I4) @ gM[m])
             for m in range(4)).real
    dEdp = (math.hypot(1, pm+h)-math.hypot(1, pm-h))/(2*h)
    phase = 4*pi*pm**2/((2*pi)**3*4*t*t)*2*pi/(2*dEdp)
    imP_pair = 12*pi**2*phase*T/(6*4*t*t)
    assert abs(imP_pair/right.imag - 1) < 1e-6
    print(f"t = {t}: Im P cut {right.imag:.7f}, pair production {imP_pair:.7f}")

# Closed contour at finite radius and decay of the arcs
def arcs(R, rho):
    tot, big = 0j, 0.0
    for lo in (0.0, pi/2):
        ph, wt = gl(600, lo, lo+pi/2); p = R*np.exp(1j*ph); Pv = P_closed(p)
        tot += np.sum(wt*1j*np.exp(1j*p*rho)*Pv); big = max(big, np.abs(Pv).max())
    return tot, pi*big/(R*rho)
rho0, R0 = 0.4, 12.0
pn, pw = gl(200, -R0, R0)
segment = np.sum(pw*np.exp(1j*pn*rho0)*P_real(pn)/pn)
arc0 = arcs(R0, rho0)[0]
cut = 2j*pi*weighted(lambda t: math.exp(-2*rho0*t), R0/2)
assert abs(segment+arc0-cut) < 1e-9
print(f"rho = {rho0}, R = {R0}: Im segment {segment.imag:.7f}, Im arcs {arc0.imag:.7f}")
print(f"  sum {(segment+arc0).imag:.7f}, Im cut {cut.imag:.7f}")
for R in (10.0, 100.0, 1000.0):
    val, bound = arcs(R, rho0)
    assert abs(val) < bound
    print(f"R = {R:.0f}: |arcs| = {abs(val):.5f}, Jordan bound = {bound:.5f}")

# Final result against the real-axis Fourier integral
for rho in (0.05, 0.3, 1.0, 2.5):
    uf, ut = U_fourier(rho), U(rho)
    assert abs(uf/ut - 1) < 1e-7
    print(f"rho = {rho}: U Fourier {uf:.8e}, U Yukawa {ut:.8e}")

# Limits and sum rule
const = weighted(lambda t: 1.0, 1e7) - math.log(1e7)
assert abs(const - (math.log(2)-5/6)) < 1e-8
short = lambda r: -math.log(r) - np.euler_gamma - 5/6 + 0.75*pi*r
lead = lambda r: 3*math.sqrt(pi)/8*r**-1.5
assert abs(U(1e-3) - short(1e-3)) < 2e-6                    # remainder O(rho^2)
assert abs(U_scaled(50.)/lead(50.) - (1-29/800)) < 5/50.**2  # remainder O(1/rho^2)
print(f"int (w - 1/t) dt = {const:.7f}")
print(f"rho = 0.001: U {U(1e-3):.6f}, short-range form {short(1e-3):.6f}")
print(f"rho = 50: U/leading long-range form {U_scaled(50.)/lead(50.):.5f}, 1-29/(16 rho) {1-29/800:.5f}")
sn, sw = gl(200, -25.0, math.log(20.0))
rg = np.exp(sn); Ug = np.array([U(r) for r in rg])
moment = np.sum(sw*rg**2*Ug)
assert abs(moment - small/2) < 1e-6 and abs(moment - 0.1) < 1e-9
print(f"int rho U d rho = {moment:.9f}")

# Worked example
Z = 45.0
gam = math.sqrt(1-(Z*alpha)**2)
print(f"Z = {Z:.0f}, Z alpha = {Z*alpha:.6f}, gamma = {gam:.6f}")
for rA in (2e-4, 1e-3, 4e-3, 1e-2):
    r = rA/bohr; u = U(c*r); V = -Z/r*hartree
    print(f"r = {rA:.0e} angstrom: rho {c*r:.5f}, U {u:.5e}, dV/V {pref*u:.4e}")
    print(f"  V = {V:.5e} eV, dV = {V*pref*u:.5e} eV")
ratio = math.sqrt((1-gam)/(1+gam))
G = lambda r: r**gam*mp.exp(-Z*r)
F = lambda r: -ratio*G(r)
for r in (mp.mpf('0.003'), mp.mpf('0.05')):   # radial Dirac equations, kappa = -1, E = gamma c^2
    assert abs(mp.diff(G, r) - G(r)/r - (c*(gam+1)+Z/(c*r))*F(r)) < 1e-9*G(r)/r
    assert abs(mp.diff(F, r) + F(r)/r + (c*(gam-1)+Z/(c*r))*G(r)) < 1e-9*G(r)/r
norm = lambda g: (2*Z)**(2*g+1)/math.gamma(2*g+1)
def shift_yukawa(z, g):
    return -z*pref*(z/g)*weighted(lambda t: (z/(z+c*t))**(2*g), 1e15)
def shift_momentum(g):
    def f(s):
        k = c*math.exp(s)
        form = norm(g)*math.gamma(2*g)*math.sin(2*g*math.atan(k/(2*Z)))/(k*(k*k+4*Z*Z)**g)
        return k*form*float(P_real(k/c))
    return -(Z*pref/pi)*quad(f, -12, 15, epsabs=0, epsrel=1e-10, limit=300)[0]
def shift_radial(g, rho, wt, u):
    r = rho/c
    return -Z*pref*np.sum(wt*norm(g)*r**(2*g)*np.exp(-2*Z*r)*u)
contact = lambda z: -4*alpha**3*z**4/(15*pi)
zs = 1e-3*c
assert abs(shift_yukawa(zs, 1.0)/contact(zs) - (1-25*pi*1e-3/64)) < 3e-6
print(f"volume integral of dV = {-2*pi*Z*pref*2*moment/c**2*hartree*bohr**3:.5e} eV angstrom^3")
print(f"1s shift, contact = {contact(Z)*hartree:.5f} eV")
for name, g in (("Schroedinger", 1.0), ("Dirac", gam)):
    e1, e2, e3 = shift_yukawa(Z, g), shift_momentum(g), shift_radial(g, rg, sw, Ug)
    assert abs(e2/e1-1) < 1e-7 and abs(e3/e1-1) < 1e-7
    print(f"1s shift, {name} = {e1*hartree:.5f} eV (momentum space {e2*hartree:.5f} eV)")
    print(f"  ratio to contact = {e1/contact(Z):.5f}")
eD = shift_yukawa(Z, gam)
print(f"1s shift, Dirac = {eD:.6f} hartree")
print(f"1 - 25 pi Z alpha/64 = {1-25*pi*Z*alpha/64:.5f}")
binding = c*c*(1-gam)*hartree
print(f"Dirac 1s binding = {binding:.2f} eV, |shift|/binding = {abs(eD)*hartree/binding:.4e}")
Rn = 6e-5
s2, w2 = gl(80, -25.0, math.log(Rn/lam))
r2 = np.exp(s2)
inner = shift_radial(gam, r2, w2, np.array([U(r) for r in r2]))/eD
print(f"share of Dirac shift from r < {Rn:.0e} angstrom = {inner:.4e}")
print("checks complete")
```

Running it gives:

```
alpha = 7.2973525643e-03, c = 137.035999 a.u.
hartree = 27.211386 eV, bohr = 0.52917721 angstrom
reduced Compton length = 3.861593e-03 angstrom
prefactor 2 alpha/(3 pi) = 1.548546e-03
P(1): 4D loop 0.18128863, Feynman integral 0.18128863
P(5): 4D loop 1.75771825, Feynman integral 1.75771825
Pi at k = c: 1.40367e-04
P/p^2 at p = 0.001: 0.2000000;  P at p = 2i: -2.66666
t = 1.1: Im P cut 1.8495990, pair production 1.8495990
t = 1.5: Im P cut 2.8619616, pair production 2.8619616
t = 4.0: Im P cut 3.1368913, pair production 3.1368913
rho = 0.4, R = 12.0: Im segment 1.6206120, Im arcs -0.0085257
  sum 1.6120862, Im cut 1.6120862
R = 10: |arcs| = 1.09194, Jordan bound = 3.34376
R = 100: |arcs| = 0.24624, Jordan bound = 0.64176
R = 1000: |arcs| = 0.03202, Jordan bound = 0.09856
rho = 0.05: U Fourier 1.69936647e+00, U Yukawa 1.69936647e+00
rho = 0.3: U Fourier 3.87539997e-01, U Yukawa 3.87539997e-01
rho = 1.0: U Fourier 3.59327231e-02, U Yukawa 3.59327231e-02
rho = 2.5: U Fourier 6.90201393e-04, U Yukawa 6.90201393e-04
int (w - 1/t) dt = -0.1401862
rho = 0.001: U 5.499561, short-range form 5.499562
rho = 50: U/leading long-range form 0.96539, 1-29/(16 rho) 0.96375
int rho U d rho = 0.100000000
Z = 45, Z alpha = 0.328381, gamma = 0.944545
r = 2e-04 angstrom: rho 0.05179, U 1.66811e+00, dV/V 2.5832e-03
  V = -3.23992e+06 eV, dV = -8.36921e+03 eV
r = 1e-03 angstrom: rho 0.25896, U 4.64784e-01, dV/V 7.1974e-04
  V = -6.47984e+05 eV, dV = -4.66380e+02 eV
r = 4e-03 angstrom: rho 1.03584, U 3.23535e-02, dV/V 5.0101e-05
  V = -1.61996e+05 eV, dV = -8.11614e+00 eV
r = 1e-02 angstrom: rho 2.58961, U 5.54265e-04, dV/V 8.5831e-07
  V = -6.47984e+04 eV, dV = -5.56168e-02 eV
volume integral of dV = -1.88032e-05 eV angstrom^3
1s shift, contact = -3.68057 eV
1s shift, Schroedinger = -2.58083 eV (momentum space -2.58083 eV)
  ratio to contact = 0.70120
1s shift, Dirac = -3.39445 eV (momentum space -3.39445 eV)
  ratio to contact = 0.92226
1s shift, Dirac = -0.124744 hartree
1 - 25 pi Z alpha/64 = 0.59702
Dirac 1s binding = 28337.24 eV, |shift|/binding = 1.1979e-04
share of Dirac shift from r < 6e-05 angstrom = 8.3673e-03
checks complete
```
